# Easy Axis of a d Shell from Occupied-Empty Orbital Pairs: test program

```python
"""Magnetic anisotropy of a d shell from occupied-empty orbital pairs.

Result under test: for real d orbitals <o|L|u> = i*v with v along one axis a.
A pair with gap D changes the energy, for a moment along the unit vector n, by
  same spin:  -(xi^2/4) v^2 (n.a)^2 / D
  spin flip:  -(xi^2/4) v^2 (1 - (n.a)^2) / D
so K = E(x) - E(z) = (xi^2/4) sum s (|Lz|^2 - |Lx|^2)/D, s = +1 same, -1 flip.
K > 0 means easy axis z. xi: spin-orbit constant in xi L.S; energies in meV.
Majority levels lie below minority levels by the exchange splitting.
The reference is the sum of the lowest eigenvalues of the full Hamiltonian.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import brentq

names = ["xy", "x2-y2", "xz", "yz", "z2"]
index = {name: i for i, name in enumerate(names)}
axes = np.eye(3)

# Claimed table: <bra|L_axis|ket> = i * coefficient
root3 = np.sqrt(3.0)
table = {
    ("yz", "xz"): (2, 1.0), ("xy", "x2-y2"): (2, 2.0),
    ("xz", "xy"): (0, 1.0), ("x2-y2", "yz"): (0, 1.0),
    ("z2", "yz"): (0, root3), ("yz", "xy"): (1, -1.0),
    ("x2-y2", "xz"): (1, 1.0), ("z2", "xz"): (1, -root3),
}


def angular_momentum_by_quadrature():
    """Apply -i r x grad to the orbitals and integrate over the unit sphere."""
    x, y, z = r = sp.symbols("x y z", real=True)
    polynomials = [x*y, (x**2 - y**2)/2, x*z, y*z,
                   (2*z**2 - x**2 - y**2)/(2*sp.sqrt(3))]
    u, wu = np.polynomial.legendre.leggauss(8)
    phi = 2*np.pi*np.arange(16)/16
    cosines, angles = np.meshgrid(u, phi, indexing="ij")
    weight = np.repeat(wu[:, None], 16, axis=1)*2*np.pi/16
    sines = np.sqrt(1 - cosines**2)
    points = (sines*np.cos(angles), sines*np.sin(angles), cosines)

    def sample(expression):
        return sp.lambdify(r, expression, "numpy")(*points)*np.ones_like(weight)

    values = [sample(p) for p in polynomials]
    norms = [np.sqrt(np.sum(weight*v*v)) for v in values]
    result = np.zeros((3, 5, 5), complex)
    for a in range(3):
        b, c = (a + 1) % 3, (a + 2) % 3
        for k, p in enumerate(polynomials):
            rotated = sample(sp.expand(r[b]*sp.diff(p, r[c])
                                       - r[c]*sp.diff(p, r[b])))
            for j in range(5):
                overlap = np.sum(weight*values[j]*rotated)
                result[a, j, k] = -1j*overlap/(norms[j]*norms[k])
    return result


L = angular_momentum_by_quadrature()
L_table = np.zeros((3, 5, 5), complex)
for (bra, ket), (a, coefficient) in table.items():
    L_table[a, index[bra], index[ket]] = 1j*coefficient
    L_table[a, index[ket], index[bra]] = -1j*coefficient
assert np.allclose(L, L_table, atol=1e-12)
assert np.allclose(L[0] @ L[1] - L[1] @ L[0], 1j*L[2], atol=1e-12)

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def full_energy(levels, Lmat, exchange, xi, n, electrons):
    """Sum of lowest eigenvalues, with the exchange field along n."""
    size = len(levels)
    spin_n = np.einsum("a,aij->ij", n, pauli)
    h = np.kron(np.diag(levels), np.eye(2)).astype(complex)
    h -= exchange/2*np.kron(np.eye(size), np.eye(2) + spin_n)
    for a in range(3):
        h += xi/2*np.kron(Lmat[a], pauli[a])
    return np.sum(np.linalg.eigvalsh(h)[:electrons])


def full_K(levels, exchange, xi, electrons):
    return (full_energy(levels, L, exchange, xi, axes[0], electrons)
            - full_energy(levels, L, exchange, xi, axes[2], electrons))


# Each orbital pair alone, in each spin channel, for three moment directions.
# A huge exchange splitting isolates the same-spin minority pair; its leftover
# spin-flip part is below 0.1 percent, hence the one-percent tolerance.
small_xi, split = 5.0, 500.0
for first, second in itertools.combinations(range(5), 2):
    pair = [first, second]
    L_pair = L[:, pair][:, :, pair]
    key = (names[first], names[second])
    axis, strength = table.get(key, table.get(key[::-1], (0, 0.0)))
    for channel, exchange, electrons in (("same", 1e6, 3), ("flip", 2000.0, 2)):
        if channel == "same":
            inverse_gap = 1/split
        else:
            inverse_gap = 1/(exchange + split) + 1/(exchange - split)
        scale = small_xi**2/4*inverse_gap
        for n in axes:
            shift = (full_energy([0, split], L_pair, exchange, small_xi, n, electrons)
                     - full_energy([0, split], L_pair, exchange, 0.0, n, electrons))
            along = n[axis]**2
            factor = along if channel == "same" else 1 - along
            predicted = -scale*strength**2*factor
            assert abs(shift - predicted) < 0.01*scale*max(1, strength**2)

# Tetragonal model; minority levels in the order of names
levels = np.array([0.0, 500.0, 1000.0, 1000.0, 1500.0])
xi = 50.0
exchange_high, exchange_low = 3000.0, 1500.0
filling_order = [0, 1, 2, 3, 4]


def pair_terms(exchange, xi_value, filling):
    """Nonzero pair contributions to K; the majority shell is full."""
    occupied, empty = filling_order[:filling], filling_order[filling:]
    terms = []
    for u in empty:
        for channel, sign, sources, offset in (
                ("same", 1, occupied, 0.0), ("flip", -1, range(5), exchange)):
            for o in sources:
                difference = abs(L_table[2, o, u])**2 - abs(L_table[0, o, u])**2
                if difference != 0:
                    gap = levels[u] - levels[o] + offset
                    value = sign*xi_value**2/4*difference/gap
                    terms.append((channel, names[o], names[u], gap, value))
    return terms


def channel_sums(exchange, xi_value, filling):
    terms = pair_terms(exchange, xi_value, filling)
    same = sum(t[4] for t in terms if t[0] == "same")
    flip = sum(t[4] for t in terms if t[0] == "flip")
    return same, flip


# The error of the second-order sum must fall at least as the cube of xi:
# halving xi then reduces it about eightfold or more.
cases = [(exchange_high, f) for f in (0, 1, 2, 4)] + [(exchange_low, 2)]
for exchange, filling in cases:
    errors = []
    for trial in (4.0, 2.0):
        second_order = sum(channel_sums(exchange, trial, filling))
        errors.append(abs(full_K(levels, exchange, trial, 5 + filling) - second_order))
    assert errors[1] < errors[0]/6.5 + 1e-10
    trial = 2.0
    second_order = sum(channel_sums(exchange, trial, filling))
    assert errors[1] < 0.2*abs(second_order)
    e_x = full_energy(levels, L, exchange, xi, axes[0], 5 + filling)
    e_y = full_energy(levels, L, exchange, xi, axes[1], 5 + filling)
    assert abs(e_x - e_y) < 1e-8

# Angular law K sin^2(theta), away from the coordinate planes
theta, azimuth = np.radians(35), np.radians(20)
tilted = np.array([np.sin(theta)*np.cos(azimuth),
                   np.sin(theta)*np.sin(azimuth), np.cos(theta)])
angular_ratio = ((full_energy(levels, L, exchange_high, 2.0, tilted, 6)
                  - full_energy(levels, L, exchange_high, 2.0, axes[2], 6))
                 / full_K(levels, exchange_high, 2.0, 6))
assert abs(angular_ratio - np.sin(theta)**2) < 0.02

# Exchange splitting at which the two channels cancel for minority filling 2
crossover = brentq(lambda e: sum(channel_sums(e, xi, 2)), exchange_low, exchange_high)
assert full_K(levels, 0.95*crossover, 2.0, 7) > 0
assert full_K(levels, 1.05*crossover, 2.0, 7) < 0

# One electron in the degenerate xz, yz pair: K is linear in xi
linear_slope = full_K(levels, exchange_high, 1.0, 8)/1.0
assert abs(linear_slope - 0.5) < 0.02

print("Matrix elements <bra|L|ket> = i c, c from quadrature (units of hbar)")
for (bra, ket), (a, _) in table.items():
    print(f"  <{bra}|L{'xyz'[a]}|{ket}>: c = {L[a, index[bra], index[ket]].imag:+.4f}")
print("Minority levels (meV): "
      + ", ".join(f"{name} {e:.0f}" for name, e in zip(names, levels)))
print(f"Spin-orbit constant xi = {xi:.0f} meV; xi^2/4 = {xi**2/4:.0f} meV^2")
print(f"Exchange splitting = {exchange_high:.0f} meV; K = E(x)-E(z)")
print("Pairs contributing to K, minority filling 2:")
for channel, o, u, gap, value in pair_terms(exchange_high, xi, 2):
    print(f"  {channel} {o} -> {u}: gap {gap:.0f} meV, K part {value:+.4f} meV")
hartree_meV = physical_constants["Hartree energy in eV"][0]*1000
print("Second-order K by channel, and K from full diagonalization:")
for exchange, filling in cases:
    same, flip = channel_sums(exchange, xi, filling)
    total = same + flip
    direct = full_K(levels, exchange, xi, 5 + filling)
    print(f"  exchange {exchange:.0f} meV, minority filling {filling}:")
    print(f"    same {same:+.4f}, flip {flip:+.4f}, sum {total:+.4f} meV")
    print(f"    sum {total/hartree_meV*1e6:+.2f} microhartree; full {direct:+.4f} meV")
print(f"Second-order crossover, filling 2: exchange = {crossover:.1f} meV")
print(f"Angular test at 35 degrees: full ratio {angular_ratio:.4f}, "
      f"sin^2 {np.sin(theta)**2:.4f}")
print(f"Filling 3, xi = 1 meV: full K/xi = {linear_slope:.4f}")
print("no test failed")
```

Running it gives:

```
Matrix elements <bra|L|ket> = i c, c from quadrature (units of hbar)
  <yz|Lz|xz>: c = +1.0000
  <xy|Lz|x2-y2>: c = +2.0000
  <xz|Lx|xy>: c = +1.0000
  <x2-y2|Lx|yz>: c = +1.0000
  <z2|Lx|yz>: c = +1.7321
  <yz|Ly|xy>: c = -1.0000
  <x2-y2|Ly|xz>: c = +1.0000
  <z2|Ly|xz>: c = -1.7321
Minority levels (meV): xy 0, x2-y2 500, xz 1000, yz 1000, z2 1500
Spin-orbit constant xi = 50 meV; xi^2/4 = 625 meV^2
Exchange splitting = 3000 meV; K = E(x)-E(z)
Pairs contributing to K, minority filling 2:
  same xy -> xz: gap 1000 meV, K part -0.6250 meV
  flip xy -> xz: gap 4000 meV, K part +0.1562 meV
  flip yz -> xz: gap 3000 meV, K part -0.2083 meV
  same x2-y2 -> yz: gap 500 meV, K part -1.2500 meV
  flip x2-y2 -> yz: gap 3500 meV, K part +0.1786 meV
  flip xz -> yz: gap 3000 meV, K part -0.2083 meV
  flip z2 -> yz: gap 2500 meV, K part +0.7500 meV
  flip yz -> z2: gap 3500 meV, K part +0.5357 meV
Second-order K by channel, and K from full diagonalization:
  exchange 3000 meV, minority filling 0:
    same +0.0000, flip +0.0521, sum +0.0521 meV
    sum +1.91 microhartree; full +0.0991 meV
  exchange 3000 meV, minority filling 1:
    same +4.3750, flip +0.7396, sum +5.1146 meV
    sum +187.96 microhartree; full +4.9781 meV
  exchange 3000 meV, minority filling 2:
    same -1.8750, flip +1.2039, sum -0.6711 meV
    sum -24.66 microhartree; full -0.6651 meV
  exchange 3000 meV, minority filling 4:
    same -3.7500, flip +0.5357, sum -3.2143 meV
    sum -118.12 microhartree; full -3.1428 meV
  exchange 1500 meV, minority filling 2:
    same -1.8750, flip +2.5417, sum +0.6667 meV
    sum +24.50 microhartree; full +0.7179 meV
Second-order crossover, filling 2: exchange = 1958.9 meV
Angular test at 35 degrees: full ratio 0.3290, sin^2 0.3290
Filling 3, xi = 1 meV: full K/xi = 0.4983
no test failed
```
